\section*{Why quantum lifetime is far shorter than transport lifetime in modulation-doped channels}

\section{The result}

A remote donor disturbs the phase of a channel electron much more than its direction. The quantum lifetime $\tau_q$ counts every scattering event. The transport lifetime $\tau_t$ counts an event in proportion to the forward velocity it removes. For donors a distance $d$ from a channel with Fermi wave number $k$ and Thomas--Fermi screening wave number $s$,
\begin{equation}
\frac{\tau_t}{\tau_q}\simeq(2kd)^2\left(1+\frac{2}{sd}\right),
\qquad kd\gg1,\quad sd\gg1 .
\label{result}
\end{equation}
In the example below, with donors $30$ nm away, $\tau_q=0.61$ ps and $\tau_t=53$ ps, a ratio of 87. A high mobility therefore does not imply narrow energy levels.

Equation~(\ref{result}) assumes a strictly two-dimensional electron gas at zero temperature, with one parabolic band of mass $m$, spin degeneracy 2 and one valley. The density is $n$, so $k=\sqrt{2\pi n}$. The donors form a sheet of density $N$ at random, uncorrelated positions. Scattering is elastic and weak, and the permittivity $\epsilon$ is the same everywhere.

\section{Two lifetimes from one scattering rate}

Let $W(\theta)\,d\theta$ be the rate of scattering through an angle between $\theta$ and $\theta+d\theta$, with $-\pi<\theta\le\pi$ and $W(-\theta)=W(\theta)$. After a path much longer than the lateral scale of the disorder, the occupation of an initial plane wave decays at the total rate
\begin{equation}
\frac1{\tau_q}=\int_{-\pi}^{\pi}W(\theta)\,d\theta .
\label{tq}
\end{equation}
If this exponential decay holds almost from the start, the amplitude falls as $e^{-t/2\tau_q}$, which gives a level half-width $\hbar/2\tau_q$.

For transport, consider the distribution $f(\varphi)$ of directions on the Fermi circle. Collisions change it by
\begin{equation}
\left.\frac{\partial f}{\partial t}\right|_{\rm coll}
=\int_{-\pi}^{\pi}W(\theta)\,[f(\varphi+\theta)-f(\varphi)]\,d\theta .
\end{equation}
A weak electric field shifts the Fermi circle, so the perturbation is proportional to $\cos\varphi$. Insert $\cos(\varphi+\theta)=\cos\varphi\cos\theta-\sin\varphi\sin\theta$. The second term is odd in $\theta$ and integrates to zero. What remains is $-\cos\varphi/\tau_t$, with
\begin{equation}
\frac1{\tau_t}=\int_{-\pi}^{\pi}W(\theta)(1-\cos\theta)\,d\theta .
\label{tt}
\end{equation}
The drift velocity obeys $\dot{\mathbf v}=-e\mathbf E/m-\mathbf v/\tau_t$. Its steady magnitude is $e\tau_tE/m$, so the mobility is $\mu=e\tau_t/m$.

Dividing Eq.~(\ref{tq}) by Eq.~(\ref{tt}) gives
\begin{equation}
\frac{\tau_t}{\tau_q}=\frac1{\langle1-\cos\theta\rangle},
\label{average}
\end{equation}
where the average runs over scattering events. The ratio is thus the mean number of collisions during one transport lifetime. Isotropic scattering has $\langle\cos\theta\rangle=0$ and gives 1. Small angles give a large ratio, and the remaining task is to find the angles that remote donors produce.

\section{Why remote donors scatter forward}

\subsection{The screened potential}

Resolve the electrostatic potential into in-plane Fourier components of wave number $q$. Away from charge each component obeys $\phi''-q^2\phi=0$ in the growth direction, so it decays as $e^{-q|z|}$. A charge sheet of Fourier amplitude $\sigma$ at $z_0$ produces $\sigma e^{-q|z-z_0|}/(2\epsilon q)$.

The channel responds with an extra electron density $De\phi(0)$, where $D=m/(\pi\hbar^2)$ is the density of states. Its charge is $-e^2D\phi(0)$. Adding the donor and induced potentials at the channel gives
\begin{equation}
\phi(0)=\frac{e\,e^{-qd}}{2\epsilon q}-\frac{e^2D}{2\epsilon q}\phi(0)
\quad\Rightarrow\quad
\phi(0)=\frac{e\,e^{-qd}}{2\epsilon(q+s)},
\end{equation}
with $s=e^2D/2\epsilon=me^2/(2\pi\epsilon\hbar^2)$. The magnitude of the electron's potential energy is $v(q)=e\phi(0)$. Since $e^2/2\epsilon=\pi\hbar^2s/m$,
\begin{equation}
v(q)=\frac{\pi\hbar^2}{m}\,\frac{s}{q+s}\,e^{-qd}.
\label{v}
\end{equation}
The factor $e^{-qd}$ is the cause of forward scattering: fine lateral structure of the donor field dies out before it reaches the channel.

Using $D$ for the response is justified for every elastic transfer, $q<2k$. The static response of independent electrons is
\begin{equation}
\chi(q)=4\,\mathcal P\!\!\int_{p<k}\frac{d^2p}{(2\pi)^2}
\frac{2m}{\hbar^2(q^2+2qp_x)} .
\end{equation}
The factor 4 contains spin and two equal terms, from occupied initial and final states. Integrate over $p_y$, which gives a width $2\sqrt{k^2-p_x^2}$, and set $p_x=kx$ and $a=q/2k$:
\begin{equation}
\chi=\frac{m}{\pi^2\hbar^2a}\,
\mathcal P\!\!\int_{-1}^{1}\frac{\sqrt{1-x^2}}{x+a}\,dx .
\end{equation}
Write the numerator as $(1-x^2)/\sqrt{1-x^2}$ and use $(1-x^2)/(x+a)=a-x+(1-a^2)/(x+a)$. The $a$ term gives $\pi a$ and the $x$ term vanishes by symmetry. For $a<1$ the last term also vanishes: with $x=\cos\varphi$ and $t=\tan(\varphi/2)$ it is proportional to $\mathcal P\int_0^\infty dt/(c^2-t^2)$, where $c^2=(1+a)/(1-a)$, and the substitution $t\to c^2/t$ reverses its sign. Hence $\chi=m/(\pi\hbar^2)=D$.

\subsection{From the potential to the rates}

For uncorrelated donors the interference terms average to zero, so the rates of $N$ donors per area add. The golden rule gives
\begin{equation}
W(\theta)=\frac{2\pi}{\hbar}N\,v(q)^2
\int_0^\infty\frac{k'dk'}{(2\pi)^2}\,\delta(E_{k'}-E_k)
=\frac{Nm}{2\pi\hbar^3}\,v(q)^2 ,
\end{equation}
because $k'dk'=m\,dE'/\hbar^2$. Energy conservation fixes $q=2k\sin(\theta/2)$. Inserting Eq.~(\ref{v}) and doubling the integral over positive angles,
\begin{equation}
\frac1\tau=\frac{\pi\hbar N}{m}\int_0^\pi
\left(\frac{s}{q+s}\right)^2e^{-2qd}F(\theta)\,d\theta ,
\label{full}
\end{equation}
with $F=1$ for $\tau_q$ and $F=1-\cos\theta=q^2/2k^2$ for $\tau_t$.

When $kd\gg1$, the exponential restricts $q$ to about $1/2d$, hence $\theta$ to about $1/2kd$. From $dq=k\cos(\theta/2)\,d\theta$, one may then use $d\theta\simeq dq/k$ and extend the upper limit to infinity. With $x=2qd$,
\begin{align}
\frac1{\tau_q}&\simeq\frac{\pi\hbar N}{2mkd}J_0,
&J_0&=\int_0^\infty\frac{e^{-x}\,dx}{(1+x/2sd)^2},\label{J0}\\
\frac1{\tau_t}&\simeq\frac{\pi\hbar N}{8m(kd)^3}J_2,
&J_2&=\frac12\int_0^\infty\frac{x^2e^{-x}\,dx}{(1+x/2sd)^2}.\label{J2}
\end{align}
The transport rate carries two more powers of $1/kd$, which come from $q^2/2k^2$. The quotient is
\begin{equation}
\frac{\tau_t}{\tau_q}\simeq(2kd)^2\frac{J_0}{J_2}.
\label{small}
\end{equation}

For $sd\gg1$, expand $(1+x/2sd)^{-2}\simeq1-x/sd$. Since $\int_0^\infty x^je^{-x}dx=j!$, this gives $J_0\simeq1-1/sd$ and $J_2\simeq1-3/sd$. Their quotient is $1+2/sd$ to first order, which proves Eq.~(\ref{result}). The correction raises the ratio because $s/(q+s)$ weakens the larger transfers, which matter most for transport.

The opposite limit, $sd\ll1$ with $kd\gg1$, is also simple. In $J_0$ the denominator cuts off the integral at $x\sim2sd$, where $e^{-x}\simeq1$, so $J_0\simeq2sd$. In $J_2$ the important $x$ are of order one, so $(1+x/2sd)^{-2}\simeq(2sd/x)^2$ and $J_2\simeq2(sd)^2$. Then $\tau_t/\tau_q\simeq4k^2d/s$: the ratio is still large, but grows linearly with distance.

\section{The same result in real space}

Take strong screening, where $s/(q+s)\simeq1$. The inverse Fourier transform of Eq.~(\ref{v}) gives the magnitude of one donor's potential energy,
\begin{equation}
U(r)=\frac{\hbar^2}{2m}\int_0^\infty qe^{-qd}J_0^{\rm B}(qr)\,dq
=\frac{\hbar^2}{2m}\frac{d}{(d^2+r^2)^{3/2}},
\end{equation}
where $J_0^{\rm B}$ is the Bessel function. The last step is minus the $d$-derivative of $\int_0^\infty e^{-qd}J_0^{\rm B}(qr)\,dq=(d^2+r^2)^{-1/2}$.

An electron with velocity $v_F=\hbar k/m$ passes at lateral offset $y$. Its local wave number changes by $U/\hbar v_F$, so it gains the phase
\begin{equation}
\beta(y)=\frac1{\hbar v_F}\int_{-\infty}^{\infty}U\,dx
=\frac{d}{k(d^2+y^2)},
\end{equation}
using $\int dx/(A^2+x^2)^{3/2}=2/A^2$. A phase that varies across the wavefront tilts it by
\begin{equation}
\alpha(y)=\frac1k\frac{d\beta}{dy}=-\frac{2dy}{k^2(d^2+y^2)^2}.
\end{equation}
The phase is of order $1/kd$ and the turn of order $1/(kd)^2$. This extra factor $1/kd$, squared when random contributions are summed, is the origin of the lifetime ratio.

Over a path length $L\gg d$, independent small phases reduce the mean amplitude by $\exp(-\frac12NL\int\beta^2dy)$. The occupation is its square. With $L=v_Ft$,
\begin{equation}
\frac1{\tau_q}=Nv_F\int_{-\infty}^{\infty}\beta^2dy
=\frac{N\hbar k}{m}\,\frac{\pi}{2k^2d}=\frac{\pi\hbar N}{2mkd}.
\end{equation}
Random turns reduce the mean forward velocity by half their summed variance in the exponent:
\begin{equation}
\frac1{\tau_t}=\frac{Nv_F}{2}\int_{-\infty}^{\infty}\alpha^2dy
=\frac{N\hbar k}{m}\,\frac{2d^2}{k^4}\,\frac{\pi}{16d^5}
=\frac{\pi\hbar N}{8m(kd)^3}.
\end{equation}
Both agree with Eqs.~(\ref{J0}) and (\ref{J2}) at $J_0=J_2=1$.

\section{How large the effect is}

Take round model parameters: $m$ equal to $0.07$ electron masses, relative permittivity 13, $n=N=3\times10^{11}$ cm$^{-2}$ and $d=30$ nm. Then $k=0.1373$ nm$^{-1}$ and $s=0.2035$ nm$^{-1}$, so $kd=4.12$ and $sd=6.11$. The successive approximations are:
\begin{itemize}
\item Strong screening gives $\tau_q=0.528$ ps, $\tau_t=35.9$ ps and a ratio $(2\times4.119)^2=67.9$.
\item The first screening correction gives $67.9\,(1+2/6.105)=90.1$.
\item Equation~(\ref{small}) gives $67.9\times0.8669/0.6671=88.2$.
\item The full integral, Eq.~(\ref{full}), gives $\tau_q=0.608$ ps, $\tau_t=52.8$ ps and a ratio of 86.8.
\end{itemize}
The first correction serves the ratio better than the separate lifetimes: $1-3/sd=0.51$ is a poor estimate of $J_2=0.667$. For individual lifetimes at this $sd$, the integrals should be evaluated.

The last difference, 1.6\% relative to the small-angle value, comes from replacing $d\theta$ by $dq/k$. The omitted factor is $1+q^2/8k^2$ to leading order. Under strong screening $\langle x^2\rangle$ is 2 in the quantum integral and 12 in the transport integral, so the factor raises the two rates by about 0.4\% and 2.2\%. The ratio falls by about 1.8\%, close to the difference found.

The mobility is $e\tau_t/m=1.3\times10^6$ cm$^2$/(V\,s). The quantum mean free path is $v_F\tau_q=138$ nm, whereas the transport mean free path is $v_F\tau_t=12\ \mu$m. Half the quantum rate comes from angles below $4.2^\circ$, whereas half the transport rate comes from angles above $16.7^\circ$. The two measurements therefore sample different parts of the same $W(\theta)$. A random walk with this angular distribution retains on average a fraction 0.363 of its initial forward velocity after $\tau_t$, against the expected $1/e=0.368$; the difference is within the sampling tolerance. The number of collisions in each walk was drawn at random about the mean of 87 given by Eq.~(\ref{average}), so the remaining velocity is what this walk tests.

Changing the donor distance gives:
\begin{center}
\begin{tabular}{rrrr}
$d$ (nm)&$\tau_q$ (ps)&$\tau_t$ (ps)&$\tau_t/\tau_q$\\
0&0.058&0.090&1.5\\
10&0.245&2.95&12\\
20&0.429&17.9&42\\
30&0.608&52.8&87\\
50&0.963&214&222
\end{tabular}
\end{center}
At $d=0$ the donors lie in the channel and the large ratio is gone. Scattering is no longer weak there, since $kv_F\tau_q$ is only 1.8, so the lifetimes in this row are rough estimates. At 10 nm the largest phase from one donor, $1/kd=0.73$ rad under strong screening, is not small either, so that row is also approximate. Moving the donors away lengthens $\tau_q$ roughly linearly and $\tau_t$ much faster. From 30 to 50 nm $\tau_t$ grows by a factor of 4.1, less than the strong-screening factor $(5/3)^3=4.6$, because $1/J_2\simeq1+3/sd$ falls with distance.

\section{Measuring the two lifetimes}

Mobility gives $\tau_t$ once $m$ is known. Quantum oscillations in a magnetic field $B$ give $\tau_q$. With $\omega_c=eB/m$, one cyclotron orbit lasts $2\pi/\omega_c$. If its radius $R_c=\hbar k/eB$ is much larger than $d$, the straight-path result applies along the orbit, and the random phase has variance $2\pi/(\omega_c\tau_q)$. Averaging the phase factor multiplies the first oscillation harmonic by
\begin{equation}
\exp\left(-\frac{\pi}{\omega_c\tau_q}\right).
\label{dingle}
\end{equation}
After thermal damping has been divided out, and in fields low enough that $R_c\gg d$, the logarithm of the amplitude against $1/B$ has slope $-\pi m/(e\tau_q)$.

At $0.5$ T, $\omega_c\tau_q=0.764$ and the factor is 0.016. Using $\tau_t$ by mistake would predict 0.95, almost no damping. Here $R_c=181$ nm, about six times $d$. In the strong-screening model, orbit curvature raises the phase variance by 2.2\% relative to a straight path. This is a small correction to the exponent, but since the exponent is about 4.1 it lowers the factor by about a tenth, to 0.015.

Density inhomogeneity can imitate a short $\tau_q$. The oscillation phase is $2\pi E_F/\hbar\omega_c$, where $E_F$ is the Fermi energy. A Gaussian spread $\delta E$ of $E_F$ across the sample multiplies the first harmonic by $\exp[-2\pi^2(\delta E/\hbar\omega_c)^2]$. Its logarithm is quadratic in $1/B$, while that of Eq.~(\ref{dingle}) is linear. Downward curvature in the plot is therefore a warning against reading its slope as a pure scattering rate.

\section{Using the ratio with care}

\subsection{Other scatterers}

Independent mechanisms add their rates separately for each lifetime. Add an isotropic background with a lifetime of 50 ps:
\begin{align}
\tau_q&=(1/0.608+1/50)^{-1}\ {\rm ps}=0.60\ {\rm ps},\\
\tau_t&=(1/52.77+1/50)^{-1}\ {\rm ps}=25.7\ {\rm ps}.
\end{align}
The quantum lifetime hardly changes, but the transport lifetime halves and the ratio drops to 43. Read as remote scattering alone, this ratio would suggest donors about 20 nm away, although they are at 30 nm. A large ratio shows that small-angle scattering dominates $\tau_q$; it does not show that the same scatterers limit the mobility.

\subsection{Correlated donors}

If donor charges are arranged more evenly than at random, their long-wavelength fluctuations are reduced. Multiplying $v(q)^2$ by the model factor $q^2/(q^2+d^{-2})$ gives $\tau_q=3.5$ ps and $\tau_t=95$ ps. The first grows by a factor of 5.7 and the second by a factor of 1.8, so the ratio falls to 27. The factor increases with $q$ and removes mainly small-angle events, which raises $\langle1-\cos\theta\rangle$ in Eq.~(\ref{average}). Donor order can thus sharpen the levels considerably with a smaller gain in mobility.

\subsection{Limits of weak scattering}

The largest phase from one donor is $1/kd=0.24$ rad in the strong-screening estimate, small enough for the quadratic phase average. The path $v_F\tau_q$ should also exceed the lateral scale of the disorder, about $2d$. Here 138 nm compares with only 60 nm, so the exponential decay starts with a delay. Under strong screening the potential's correlation along a straight path is proportional to $(x^2+4d^2)^{-3/2}$. Integrating it over both ends of a path of length $L$ gives the occupation $\exp\{-[\sqrt{L^2+4d^2}-2d]/v_F\tau_q\}$. After $\tau_q$ about half the occupation remains, rather than $1/e$; for $L\gg2d$ the decay rate becomes $1/\tau_q$. The half-width $\hbar/2\tau_q$ is therefore only an estimate here. The calculated lifetimes are estimates within this model, and their printed digits serve to compare approximations. The delay matters more as $2d/v_F\tau_q$ grows.

\subsection{Practical choices}

\begin{itemize}
\item Use $\tau_t$ for mobility and $\tau_q$ for level broadening and oscillation damping; do not derive one from the other without a model of the angles.
\item Vary the density with a gate, if $N$ and $d$ stay fixed. For $kd\gg1$, remote donors give $\tau_q\propto n^{1/2}$, $\tau_t\propto n^{3/2}$ and a ratio proportional to $n$. Screening changes the prefactors but not these powers, because $s$ does not depend on $n$. At low density, where $kd$ is no longer large, the powers themselves change. These powers belong to a channel of zero thickness. In a single heterojunction the channel narrows as $n$ rises. A variational triangular-well wave function, with the electrons on average 12 nm from the interface and $d$ measured from it, gives powers of about 0.46, 1.38 and 0.92 for the example, against 0.50, 1.52 and 1.02 at zero thickness, and a ratio near 120 instead of 87. Linear screening also requires the induced density fluctuation, $\sqrt{N/8\pi}/d$ under strong screening, to be small compared with $n$. With the screening of Eq.~(\ref{v}) it is about $0.11\,n$ in the example and $0.3\,n$ at $n=10^{11}$ cm$^{-2}$. Only a departure beyond these effects points to other scatterers or a changed donor charge.
\item If sharp levels are the aim, reduce long-wavelength donor disorder. If mobility is the aim, find out first whether the background dominates the transport rate; if it does, moving the donors farther away brings little.
\end{itemize}

The numerical output gives the values used here with further digits.

\section*{Numbers as computed}
\begin{verbatim}
effective mass = 0.07 electron masses
relative permittivity = 13.0
electron density = 3.00e+11 cm^-2
donor density = 3.00e+11 cm^-2
donor distance d = 30.0 nm
Fermi wave number k = 0.1373 nm^-1
screening wave number s = 0.2035 nm^-1
Fermi energy = 10.26 meV
Fermi velocity = 2.271e+05 m/s
k d = 4.119; s d = 6.105 (dimensionless)
quantum lifetime, full integral = 0.608 ps
transport lifetime, full integral = 52.77 ps
lifetime ratio, full integral = 86.81
quantum lifetime, strong screening = 0.528 ps
transport lifetime, strong screening = 35.86 ps
ratio (2kd)^2 = 67.86
ratio with first screening correction = 90.09
J0 = 0.8669; J2 = 0.6671 (dimensionless)
ratio (2kd)^2 J0/J2 = 88.19
mobility from remote donors = 1.326e+06 cm^2/(V s)
quantum mean free path = 138.0 nm
transport mean free path = 11.98 micrometre
level half-width hbar/(2 tau_q) = 0.541 meV
median angle, quantum rate = 4.21 degrees
median angle, transport rate = 16.65 degrees
largest single-donor phase 1/(kd) = 0.243 rad
random walk: mean collisions in tau_t = 86.77
random walk: velocity left at tau_t = 0.3625
expected velocity fraction 1/e = 0.3679
momentum-sum / integral, quantum rate = 0.9963
momentum-sum / integral, transport rate = 0.9995
static response at q=3k / value below 2k = 0.2546
magnetic field = 0.50 T
cyclotron radius = 180.7 nm
omega_c tau_q = 0.764 (dimensionless)
orbit / straight phase variance = 1.0224
oscillation damping using tau_q = 0.0163
damping wrongly using tau_t = 0.9537
isotropic background lifetime = 50.0 ps
with background: quantum lifetime = 0.601 ps
with background: transport lifetime = 25.67 ps
with background: lifetime ratio = 42.75
correlated donors: quantum lifetime = 3.485 ps
correlated donors: transport lifetime = 95.30 ps
correlated donors: lifetime ratio = 27.35
d= 0 nm: tau_q=0.058 ps, tau_t=0.090 ps, ratio=1.54
d=10 nm: tau_q=0.245 ps, tau_t=2.951 ps, ratio=12.02
d=20 nm: tau_q=0.429 ps, tau_t=17.899 ps, ratio=41.74
d=30 nm: tau_q=0.608 ps, tau_t=52.766 ps, ratio=86.81
d=50 nm: tau_q=0.963 ps, tau_t=213.821 ps, ratio=222.10
\end{verbatim}
